# Projecting Occupied Orbitals Between Gaussian Bases and the Dual-Basis Energy Correction

A mean-field calculation on an atom has converged in a small Gaussian basis. A larger basis would describe the same electrons better, but every iteration in it costs a new two-electron build. We would like to carry the occupied orbitals over, do one build in the larger basis, and read off most of the energy that full convergence would give.

Three questions arise. The old orbitals may not be representable in the new basis, so what should replace them? What happens if the new basis is nearly linearly dependent? And how large is the error of a single step?

## Setting and conventions

Hartree atomic units are used, with real orbitals and unrestricted Hartree-Fock. The source functions \(\chi_\mu\) have overlap \(S_s\). For one spin, the columns of \(C\) hold the \(n\) occupied orbitals \(\psi_i=\sum_\mu\chi_\mu C_{\mu i}\), with \(C^TS_sC=1\). The target functions \(\phi_p\) have positive definite overlap \(S\), and the mixed overlap is \(M_{p\mu}=\langle\phi_p|\chi_\mu\rangle\).

Diagonalize \(S=UsU^T\). Keep the eigenvectors with \(s_k\ge\tau\), denoted \(U_r\) with eigenvalues \(s_r\), and set
\[
X=U_rs_r^{-1/2},\qquad X^TSX=1 .
\]
The columns of \(X\) are an orthonormal basis of the retained space. If nothing is dropped, \(XX^T=Us^{-1}U^T=S^{-1}\). Every formula below therefore covers the complete target basis as well as a truncated one.

## Theorem 1: projection and reorthonormalization

Let \(B=X^TMC\).

(i) The function in the retained space closest to \(\psi_i\) has as coefficients column \(i\) of
\[
D=XB=XX^TMC ,
\]
which is \(S^{-1}MC\) without truncation. The metric of these functions is \(T=D^TSD=B^TB\). Its eigenvalues \(t_k\) lie between 0 and 1, and \(\psi_i\) loses the squared norm \(1-T_{ii}\).

(ii) If \(T\) is nonsingular, the orthonormal set in the retained space with the least summed squared distance from the \(\psi_i\) is
\[
C_0=D\,T^{-1/2},
\]
and the minimum is \(2\sum_k(1-\sqrt{t_k})\). Its Slater determinant has the largest possible overlap with the source determinant, \(\prod_k\sqrt{t_k}\) for this spin.

(iii) Every orthonormalization of the columns of \(D\) gives the same density matrix, \(P_0=DT^{-1}D^T\).

**Proof of (i).** A retained function has coefficients \(Xb\) and squared norm \(b^Tb\). Its overlap with \(\psi_i\) is \(b^TB_i\), where \(B_i\) is column \(i\) of \(B\). Completing the square,
\[
\|\psi_i-\phi Xb\|^2=1-2b^TB_i+b^Tb
=1-B_i^TB_i+\|b-B_i\|^2 .
\]
The minimum is at \(b=B_i\), with residual \(1-T_{ii}\). The same argument for a normalized combination \(\sum_i\psi_iu_i\) gives the residual \(1-u^TTu\ge0\), so no eigenvalue of \(T\) exceeds 1. None is negative because \(T=B^TB\).

**Proof of (ii).** An orthonormal set in the retained space is \(Y=XV\) with \(V^TV=1\). Its summed squared distance from the source orbitals is \(2n-2\,\mathrm{Tr}\,B^TV\), so the trace must be maximized. Write the singular value decomposition \(B=L\sigma R^T\), where \(L^TL=1\), \(R\) is orthogonal and \(\sigma_k=\sqrt{t_k}\). Then
\[
\mathrm{Tr}\,B^TV=\sum_k\sigma_k(L^TVR)_{kk}\le\sum_k\sigma_k ,
\]
because each diagonal element is an inner product of two unit vectors. All \(\sigma_k\) are positive, so equality requires \(VR=L\), or
\[
V=LR^T=(L\sigma R^T)(R\sigma^{-1}R^T)=BT^{-1/2}.
\]
This is \(Y=DT^{-1/2}\).

The overlap of two determinants is the determinant of their orbital overlaps, here \(B^TV\). Its magnitude is \(\prod_k\sigma_k\,|\det L^TV|\). The matrix \(L^TV\) cannot lengthen a vector, so its determinant has magnitude at most 1. For \(C_0\) the orbital overlap matrix is \(B^TBT^{-1/2}=T^{1/2}\), which attains the bound.

**Proof of (iii).** If \(DA\) is orthonormal, then \(A^TTA=1\). Hence \(T=A^{-T}A^{-1}\) and \(T^{-1}=AA^T\), so \(DAA^TD^T=DT^{-1}D^T\). \(\square\)

Without reorthonormalization the density \(DD^T\) contains only \(\mathrm{Tr}\,T\) electrons of this spin. The construction fails if \(T\) is singular, which means that some combination of occupied orbitals is orthogonal to the whole retained space. A very small \(t_k\) is a warning of the same kind: normalization then magnifies a small remnant into a full orbital.

## Lemma 1: norm lost through near linear dependence

Suppose the source is nested in the complete target, \(\chi_\mu=\sum_p\phi_pR_{p\mu}\), and let \(c_i\) be column \(i\) of \(C\). Then
\[
1-T_{ii}=\sum_{k\,\mathrm{dropped}}s_k\,(u_k^TRc_i)^2\le\tau\|Rc_i\|^2 .
\]

**Proof.** Nesting gives \(M=SR\). Since \(X^TS=s_r^{1/2}U_r^T\),
\[
T_{ii}=\sum_{k\,\mathrm{kept}}s_k(u_k^TRc_i)^2 .
\]
The same sum over all \(k\) is \(c_i^TR^TSRc_i=c_i^TS_sc_i=1\). Subtraction gives the equality. The bound follows from \(s_k<\tau\) for dropped vectors and from the orthonormality of the \(u_k\). \(\square\)

A small norm loss does not guarantee an equally small energy change. Let an orbital \(\psi\) lose squared norm \(\ell\), and let \(\psi'\) be its normalized projection. Then \(\psi'=\sqrt{1-\ell}\,\psi+\sqrt{\ell}\,v\), where \(v\) is a unit function orthogonal to \(\psi\). The orbital changes by an amplitude \(\sqrt\ell\), not \(\ell\). If the energy is not stationary at \(\psi\) within the larger space, it can change linearly in \(\sqrt\ell\), with either sign. The term proportional to \(\ell\) need not be small either, because its coefficient involves the energy of \(v\), which can be large.

## Theorem 2: the one-step energy

Let \(P\) denote the pair of spin density matrices, and write \(\langle A,B\rangle=\sum_\sigma\mathrm{Tr}\,A^\sigma B^\sigma\). With \(h\) the one-electron matrix,
\[
E[P]=\langle P,h+\tfrac12G[P]\rangle,\qquad F[P]=h+G[P],
\]
\[
G[P]^\sigma_{pq}=\sum_{rs}\left[(pq|rs)(P^\alpha+P^\beta)_{rs}-(pr|qs)P^\sigma_{rs}\right].
\]
For a molecule the constant nuclear repulsion is added to \(E\).

Let \(F_0=F[P_0]\). Diagonalize \(X^TF_0X\) for each spin, occupy its lowest orbitals to form \(P_1\), and set \(\Delta=P_1-P_0\). Then
\[
E[P_1]=E[P_0]+\langle\Delta,F_0\rangle+\tfrac12\langle\Delta,G[\Delta]\rangle .
\]
The dual-basis energy keeps the first two terms,
\[
E_{\rm DB}=E[P_0]+\sum_\sigma\mathrm{Tr}\,(P_1^\sigma-P_0^\sigma)F_0^\sigma ,
\]
and its correction is never positive.

**Proof.** \(G\) is linear, and the permutation symmetries of the real two-electron integrals give \(\langle A,G[B]\rangle=\langle B,G[A]\rangle\). Therefore
\[
\begin{aligned}
E[P_0+\Delta]={}&E[P_0]+\langle\Delta,h\rangle
+\tfrac12\langle\Delta,G[P_0]\rangle\\
&+\tfrac12\langle P_0,G[\Delta]\rangle
+\tfrac12\langle\Delta,G[\Delta]\rangle .
\end{aligned}
\]
The two mixed terms are equal and add to \(\langle\Delta,G[P_0]\rangle\). Together with \(\langle\Delta,h\rangle\) they form \(\langle\Delta,F_0\rangle\).

For the sign, expand any \(n\) orthonormal orbitals of one spin in the eigenvectors of \(X^TF_0X\), whose eigenvalues are \(\epsilon_a\). Their trace with \(F_0\) is \(\sum_a\epsilon_aw_a\), with weights \(0\le w_a\le1\) and \(\sum_aw_a=n\). This is smallest when the \(n\) lowest eigenvectors are filled, which is the choice \(P_1\). Since \(P_0\) lies in the same retained space, \(\langle P_1,F_0\rangle\le\langle P_0,F_0\rangle\). \(\square\)

**Factors of two.** For a closed shell with total density \(P_{\rm tot}=2P^\alpha\), the spin sum becomes \(\mathrm{Tr}\,\Delta P_{\rm tot}F_0\), with no further factor.

**Starting energy.** The expansion starts from \(E[P_0]\), evaluated in the target basis. This equals the source energy if the occupied source orbitals lie in the retained space, because the projection then changes nothing. Otherwise the source energy cannot in general replace it. Computing \(E[P_0]\) needs no additional build, since \(G[P_0]\) is already part of \(F_0\). Computing \(E[P_1]\) would need a second build, \(G[P_1]\), which \(E_{\rm DB}\) avoids.

## Theorem 3: size of the error near convergence

The correction is linear in \(\Delta\), which suggests that the neglected term is of higher order. Near convergence it is not.

Let \(P_*\) be a converged target solution with energy \(E_*\), whose occupied orbitals \(i\) lie below its virtual orbitals \(a\) for each spin. Let \(x_{ai}\) be the small admixture of virtual \(a\) into occupied \(i\) that turns \(P_*\) into \(P_0\). Define \((\mathcal Dx)_{ai}=(\epsilon_a-\epsilon_i)x_{ai}\) and \((Wx)_{ai}=G[\delta(x)]_{ai}\), where \(\delta(x)\) is the first-order density change. Up to terms cubic in \(x\),
\[
E[P_0]-E_*=x^T(\mathcal D+W)x,
\]
\[
E_{\rm DB}-E_*=-x^T(W+W\mathcal D^{-1}W)x .
\]

**Proof.** Let \(C_o\) and \(C_v\) hold the converged occupied and virtual orbitals of one spin. The orthonormalized orbitals \((C_o+C_vx)(1+x^Tx)^{-1/2}\) have density
\[
P(x)=P_*+\delta(x)+C_vxx^TC_v^T-C_ox^TxC_o^T+O(x^3),
\]
with \(\delta(x)=C_vxC_o^T+C_ox^TC_v^T\). Expand the energy about \(P_*\) as in Theorem 2. The term \(\langle\delta,F_*\rangle\) vanishes because \(F_*\) has no occupied-virtual elements. The second-order density contributes \(\sum(\epsilon_a-\epsilon_i)x_{ai}^2=x^T\mathcal Dx\). Finally, \(\tfrac12\langle\delta,G[\delta]\rangle=x^TWx\), because \(\delta\) contains each \(x_{ai}\) twice. This proves the first formula.

The step minimizes \(\langle P(y),F_0\rangle\) over \(y\), where \(F_0=F_*+G[\delta(x)]+O(x^2)\). Through second order, and up to a constant independent of \(y\), this function is
\[
q(y)=y^T\mathcal Dy+2y^TWx .
\]
The matrix \(W\) is symmetric, because \(2y^TWx=\langle\delta(y),G[\delta(x)]\rangle\) is symmetric in \(x\) and \(y\). The gaps are positive, so the minimum is at \(y=-\mathcal D^{-1}Wx\), where \(q=-x^TW\mathcal D^{-1}Wx\). The starting point \(y=x\) has \(q=x^T\mathcal Dx+2x^TWx\). The correction is the difference,
\[
\langle\Delta,F_0\rangle=-x^T(\mathcal D+2W+W\mathcal D^{-1}W)x .
\]
Adding \(E[P_0]-E_*\) gives the second formula. \(\square\)

Both errors are quadratic in \(x\). As \(x\) shrinks along a fixed direction with \(x^T(\mathcal D+W)x\ne0\), their ratio tends to a constant. The step is accurate when the two-electron response \(W\) is weak compared with the orbital gaps \(\mathcal D\), not because it is correct to a higher order.

A single mode shows the limits. If \(Wx=w\mathcal Dx\), then
\[
\frac{E_{\rm DB}-E_*}{E[P_0]-E_*}=-\frac{w+w^2}{1+w}=-w .
\]
Along a mode that raises the energy at second order, \(w>-1\); a zero mode, such as a rotation of an open-shell atom, has \(w=-1\) and is excluded here. For \(w=0\) the step recovers the whole quadratic error. For \(w>0\) it overshoots, and \(E_{\rm DB}\) lies below \(E_*\), so it is not a variational bound. For \(w>1\) the error is larger in magnitude than before the step. The analysis also fails if the single diagonalization fills orbitals belonging to a different state, as can happen when a gap is small.

## Worked example: the chlorine atom

The source is a cc-pVDZ calculation on Cl with 9 alpha and 8 beta electrons, and the target is cc-pVTZ. The source is not nested in this target. The largest norm loss of any orbital is \(3.7\times10^{-4}\), and the determinant overlap, including both spins, is 0.9989. Without reorthonormalization only 16.9979 of the 17 electrons remain, and the energy is 2.20 mEh above \(E[P_0]\).

The source energy is \(-459.47114\) Eh, whereas \(E[P_0]=-459.48268\) Eh. Projection alone has lowered the energy by 11.53 mEh, which is possible because the projected orbitals contain target functions outside the source span. The single step then gives
\[
E_{\rm DB}=-459.48268-0.00226=-459.48494\ \text{Eh}.
\]
The converged target energy is \(-459.48543\) Eh. The error relative to it falls from 2.76 mEh at \(P_0\) to 0.49 mEh, or 1.29 kJ/mol. Adding the correction to the source energy instead would leave an error of 12.03 mEh. These errors are measured against cc-pVTZ, which is not the basis limit. The converged cc-pVQZ energy is \(-459.48909\) Eh, lower by 3.66 mEh. With cc-pVQZ as the target of the same source, the error falls from 4.34 to 0.74 mEh.

The remaining error has two parts. The density \(P_1\) itself lies 0.13 mEh above convergence, and the neglected term is \(-0.37\) mEh. Since \(E_{\rm DB}=E[P_1]-\tfrac12\langle\Delta,G[\Delta]\rangle\), the error is \(0.127+0.365=0.492\) mEh.

To test Theorem 3, the deviation of the starting orbitals from the converged ones was scaled by a factor \(t\), so that \(t=1\) is the original start. At \(t=1\) the dual-basis error is 0.1785 of the starting error, and at \(t=1/8\) it is 0.1780. The quadratic formulas give a limit of 0.1779. The ratio does not tend to zero. Its value depends on the case: at \(t=1\) it is 0.170 for cc-pVDZ to cc-pVQZ and 0.122 for cc-pVTZ to cc-pVQZ. In cc-pVTZ the modes \(Wx=w\mathcal Dx\) include two rotations with \(w=-1\), and the others lie between \(-0.66\) and \(0.24\). Only 5 of the 433 modes have \(w>0\), and the case \(w>1\) does not occur in this example.

The second target is the union of both bases, with 52 functions. It contains the source, but its smallest overlap eigenvalue is \(2.8\times10^{-7}\) and its condition number is \(1.3\times10^7\). With every function kept, \(E[P_0]\) equals the source energy to the printed precision. The correction is \(-14.44\) mEh, and \(E_{\rm DB}\) lies 0.91 mEh above the converged union energy.

Setting \(\tau=10^{-5}\) drops five functions. The largest norm loss is \(2.7\times10^{-6}\), within the bound \(1.0\times10^{-5}\), yet \(E[P_0]\) falls 6.71 mEh below the source energy. The largest orbital amplitude is \(\sqrt{2.7\times10^{-6}}\approx1.6\times10^{-3}\), and the source orbitals are not stationary in the union space. Reversing the sign of the displacement from source to projected orbitals splits the change into an odd part of \(-9.91\) mEh and an even part of \(+3.20\) mEh. The norm loss does not rank the contributions: the alpha 1s orbital loses only \(2\times10^{-7}\), yet its first-order contribution of \(-1.15\) mEh is as large as that of each alpha 2p orbital, which loses \(3\times10^{-6}\).

The threshold also changes the energy being approximated. The converged energy rises by 1.06 mEh at \(\tau=10^{-5}\) and by 1.73 mEh at \(\tau=10^{-3}\), relative to the full union. At \(\tau=10^{-3}\) the dual-basis error relative to the truncated target is only 0.54 mEh, but \(E_{\rm DB}\) is 2.28 mEh above the converged energy of the full union. A dual-basis error therefore has a definite meaning only when the retained space is stated with it. The numerical check below includes these thresholds and the path towards convergence.

## Numbers as computed

```
Cl atom, UHF; alpha, beta electrons: 9 8
functions cc-pVDZ, cc-pVTZ, union: 18 34 52
source SCF energy: -459.47114349 Eh
PROJECTION cc-pVDZ -> cc-pVTZ
smallest target overlap eigenvalue: 1.9193e-02
largest norm loss 1-T_ii: 3.7104e-04
summed squared orbital distance: 2.1135e-03
determinant overlap: 0.99894375
largest grid-vs-matrix coefficient difference: 2.5e-11
electrons without reorthonormalization: 16.99788670
E(raw)-E[P0]: 0.00219706 Eh
ONE-STEP ENERGY in cc-pVTZ
E[P0]: -459.48267704 Eh
E[P0]-source SCF energy: -0.01153355 Eh
correction Tr[dP F0]: -0.00226465 Eh
E_DB: -459.48494169 Eh
neglected half Tr[dP G(dP)]: -0.00036531 Eh
E[P1]: -459.48530700 Eh
converged target energy E*: -459.48543392 Eh
E[P0]-E*: 0.00275688 Eh
E[P1]-E*: 0.00012692 Eh
E_DB-E*: 0.00049223 Eh = 1.2923 kJ/mol
source energy + correction - E*: 0.01202578 Eh
ERROR ORDER: t, E[P0(t)]-E* (Eh), E_DB(t)-E* (Eh), ratio
1.000 2.7569e-03 4.9223e-04 0.17855
0.500 6.8949e-04 1.2290e-04 0.17824
0.250 1.7240e-04 3.0703e-05 0.17809
0.125 4.3102e-05 7.6730e-06 0.17802
quadratic formula, E[P0]-E*: 2.758710e-03 Eh
even part of path / t^2, E[P0]-E*: 2.758707e-03 Eh
quadratic formula, E_DB-E*: 4.908944e-04 Eh
even part of path / t^2, E_DB-E*: 4.908939e-04 Eh
limiting error ratio: 0.17794
UNION BASIS, nested and nearly dependent
smallest, largest overlap eigenvalue: 2.7983e-07, 3.7631
overlap condition number: 1.345e+07
tau=0e+00: kept 52, loss 0.000e+00, bound 0.000e+00
  E[P0]-source energy: 0.0000000 Eh
  E_DB: -459.4855878 Eh; SCF: -459.4864995 Eh
  E_DB-SCF: 0.0009117 Eh
tau=1e-05: kept 47, loss 2.744e-06, bound 1.006e-05
  E[P0]-source energy: -0.0067083 Eh
  E_DB: -459.4846016 Eh; SCF: -459.4854395 Eh
  E_DB-SCF: 0.0008379 Eh
tau=1e-04: kept 46, loss 1.630e-05, bound 1.006e-04
  E[P0]-source energy: -0.0073300 Eh
  E_DB: -459.4844259 Eh; SCF: -459.4852247 Eh
  E_DB-SCF: 0.0007988 Eh
tau=1e-03: kept 43, loss 7.722e-05, bound 1.006e-03
  E[P0]-source energy: -0.0102402 Eh
  E_DB: -459.4842209 Eh; SCF: -459.4847650 Eh
  E_DB-SCF: 0.0005441 Eh
```
